# Electromechanical collapse of a low-permittivity film compared with its breakdown field: a numerical check

```python
# Stark-Garton electromechanical instability of a dielectric film.
# Result under test: the nominal field V/d0 at which the elastic state is lost is
#     E_c = exp(-1/2) * sqrt(Y / eps),  eps = eps0 * eps_r,
# for fixed electrode area, constant eps and stress Y*ln(d0/d).
# Y: elastic modulus; d0, d: initial and current thickness; x = d/d0; V: voltage.
# Thresholds are found from the total energy (film plus voltage source) and
# compared with the formulas. Neglected effects are then sized.
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, quad
from scipy.optimize import brentq, minimize_scalar

MV_CM = 1e8  # V/m
Y = 5e9
eps_r = 2.5
eps = const.epsilon_0 * eps_r
d0 = 20e-9
E_bd = 10 * MV_CM
poisson = 0.25
flow = 0.25e9
barrier = 3.5 * const.e
mass = 0.5 * const.m_e
fermi = 7.0 * const.e
kappa = 0.3
rise = 1000.0
scale = np.sqrt(Y / eps)

x = np.linspace(0.4, 1.0, 60001)


def threshold(stress, capacitance):
    """Largest V/d0 (unit sqrt(Y/eps)) with an energy minimum, and x there."""
    work = cumulative_trapezoid(stress, x, initial=0)
    elastic = work[-1] - work

    def slope(field):
        return np.diff(elastic - 0.5 * field**2 * capacitance)

    low, high = 0.05, 1.5
    assert np.any(slope(low) < 0) and not np.any(slope(high) < 0)
    for _ in range(45):
        mid = 0.5 * (low + high)
        if np.any(slope(mid) < 0):
            low = mid
        else:
            high = mid
    return low, x[np.argmin(slope(low))]


# Plate attraction from the energy at fixed charge, per unit area
charge = eps * E_bd
step = 1e-3 * d0
energy = lambda d: quad(lambda q: q * d / eps, 0, charge)[0]
pressure_num = (energy(d0 + step) - energy(d0 - step)) / (2 * step)
pressure_bd = 0.5 * eps * E_bd**2
assert abs(pressure_num / pressure_bd - 1) < 1e-6

# Main result
log_stress = -np.log(x)
f_main, x_main = threshold(log_stress, 1 / x)
assert abs(f_main - np.exp(-0.5)) < 1e-5
assert abs(x_main - np.exp(-0.5)) < 1e-3
E_c = np.exp(-0.5) * scale
assert E_c > 5 * E_bd

# Stable thickness at the comparison field
x_bd = brentq(lambda t: eps * E_bd**2 / (2 * t**2) + Y * np.log(t),
              np.exp(-0.5), 1.0)
Y_needed = np.e * eps * E_bd**2
assert abs(f_main * np.sqrt(Y_needed / eps) / E_bd - 1) < 1e-4

# Other spring law and other boundary conditions
f_linear, x_linear = threshold(1 - x, 1 / x)
assert abs(f_linear - np.sqrt(8 / 27)) < 1e-5
assert abs(x_linear - 2 / 3) < 1e-3
f_free, _ = threshold(-np.log(x) / x, 1 / x**2)
assert abs(f_free - np.exp(-0.5) / np.sqrt(2)) < 1e-5
compliance = (np.eye(3) * (1 + poisson) - poisson * np.ones((3, 3))) / Y
M = np.linalg.inv(compliance)[0, 0]
M_formula = Y * (1 - poisson) / ((1 + poisson) * (1 - 2 * poisson))
assert abs(M / M_formula - 1) < 1e-10

# Permittivity rising with density (Clausius-Mossotti, fixed area)
cm = (eps_r - 1) / (eps_r + 2)
permittivity = lambda t: (1 + 2 * cm / t) / (1 - cm / t)
cap_cm = permittivity(x) / (eps_r * x)
f_cm, x_cm = threshold(log_stress, cap_cm)


def pressure_factor(e):
    return 1 + (e - 1) * (e + 2) / (3 * e)


def balance_square(t):
    e = permittivity(t)
    return -2 * np.log(t) * t**2 * eps_r / (e * pressure_factor(e))


best = minimize_scalar(lambda t: -balance_square(t), bounds=(0.45, 0.99),
                       method="bounded")
assert abs(f_cm - np.sqrt(-best.fun)) < 1e-4
assert f_cm < f_main

# Crushing at a constant flow stress
crush_stress = np.minimum(log_stress, flow / Y)
f_crush, _ = threshold(crush_stress, 1 / x)
E_crush = np.sqrt(2 * flow / eps) * np.exp(-flow / Y)
assert abs(f_crush * scale / E_crush - 1) < 1e-3
f_low, _ = threshold(crush_stress, cap_cm)
assert f_low * scale > 2 * E_bd


# Tunnelling through a triangular barrier
def exponent(F, height=barrier):
    return (4 * np.sqrt(2 * mass) * height**1.5
            / (3 * const.hbar * const.e * F))


def current_fn(F):
    pre = const.e**3 * F**2 * const.m_e
    pre /= 16 * np.pi**2 * const.hbar * mass * barrier
    return pre * np.exp(-exponent(F))


def current_direct(F):
    """Sum over electron energies, with the barrier action by quadrature."""
    nodes, weights = np.polynomial.legendre.leggauss(60)
    u, wu = 0.5 * (nodes + 1), 0.5 * weights

    def integrand(depth_eV):
        height = barrier + depth_eV * const.e
        width = height / (const.e * F)
        wave = np.sqrt(2 * mass * height * (1 - u)) / const.hbar
        return depth_eV * np.exp(-2 * width * np.sum(wu * wave))

    top = fermi / const.e
    decay = barrier / const.e / (1.5 * exponent(F))
    cut = min(top, 30 * decay)
    total = quad(integrand, 0, cut, epsabs=0, epsrel=1e-8)[0]
    pre = const.e * const.m_e / (2 * np.pi**2 * const.hbar**3)
    return pre * total * const.e**2


J_bd, J_c = current_direct(E_bd), current_direct(E_c)
ratio_bd, ratio_c = J_bd / current_fn(E_bd), J_c / current_fn(E_c)
assert 0.9 < ratio_bd < 1.01   # linearized exponent is good here
assert 0.5 < ratio_c < 1.01    # only the order of magnitude holds here

# Steady heating, both faces held at fixed temperature
n = 199
h = d0 / (n + 1)
laplace = (np.diag(2 * np.ones(n)) - np.diag(np.ones(n - 1), 1)
           - np.diag(np.ones(n - 1), -1)) / h**2
heat = 1e18
peak = np.linalg.solve(laplace, np.full(n, heat / kappa)).max()
assert abs(peak / (heat * d0**2 / (8 * kappa)) - 1) < 1e-6
warming = lambda F: current_fn(F) * F * d0**2 / (8 * kappa)
E_heat = brentq(lambda F: np.log(warming(F) / rise), E_bd, E_c)
assert E_bd < E_heat < E_c


def show(label, value, unit, form=".4g"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("Modulus Y", Y / 1e9, "GPa")
show("Relative permittivity", eps_r, "")
show("Permittivity eps", eps, "F/m")
show("Film thickness d0", d0 * 1e9, "nm")
show("Comparison breakdown field", E_bd / MV_CM, "MV/cm")
show("Critical x, energy scan", x_main, "")
show("Critical x, formula", np.exp(-0.5), "")
show("Prefactor, energy scan", f_main, "", ".6f")
show("Prefactor, formula", np.exp(-0.5), "", ".6f")
show("Critical nominal field E_c", E_c / MV_CM, "MV/cm")
show("Critical nominal field E_c", E_c / 1e9, "V/nm")
show("True field at collapse", scale / MV_CM, "MV/cm")
show("E_c / breakdown field", E_c / E_bd, "")
show("Voltage at collapse", E_c * d0, "V")
show("Voltage at breakdown field", E_bd * d0, "V")
show("Pressure at collapse", 0.5 * eps * scale**2 / 1e9, "GPa")
show("Pressure at breakdown field", pressure_bd / 1e6, "MPa")
show("Thinning at breakdown field", 100 * (1 - x_bd), "%")
show("Modulus for collapse at 10 MV/cm", Y_needed / 1e6, "MPa")
show("E_c with Y 10 % lower", E_c * np.sqrt(0.9) / MV_CM, "MV/cm")
show("E_c, linear spring", f_linear * scale / MV_CM, "MV/cm")
show("Poisson ratio", poisson, "")
show("Modulus without lateral strain", M / 1e9, "GPa")
show("E_c, that modulus", E_c * np.sqrt(M / Y) / MV_CM, "MV/cm")
show("E_c, compliant electrodes", f_free * scale / MV_CM, "MV/cm")
show("Initial density pressure factor", pressure_factor(eps_r), "")
show("E_c, density-dependent eps", f_cm * scale / MV_CM, "MV/cm")
show("Critical x, density-dependent eps", x_cm, "")
show("Flow stress", flow / 1e9, "GPa")
show("Crushing field", E_crush / MV_CM, "MV/cm")
show("Crushing with density-dependent eps", f_low * scale / MV_CM, "MV/cm")
show("That field / breakdown field", f_low * scale / E_bd, "")
show("Barrier height", barrier / const.e, "eV")
show("Tunnelling mass", mass / const.m_e, "electron masses")
show("Fermi energy of the metal", fermi / const.e, "eV")
show("Tunnel exponent at 10 MV/cm", exponent(E_bd), "")
show("Tunnel exponent at E_c", exponent(E_c), "")
show("Tunnel current at 10 MV/cm", J_bd / 1e4, "A/cm2", ".2e")
show("Tunnel current at E_c", J_c / 1e4, "A/cm2", ".2e")
show("Direct / formula current, 10 MV/cm", ratio_bd, "", ".3f")
show("Direct / formula current, E_c", ratio_c, "", ".3f")
show("Thermal conductivity", kappa, "W/(m K)")
show("Warming at 10 MV/cm", warming(E_bd), "K", ".1e")
show("Chosen destructive warming", rise, "K")
show("Field for that warming", E_heat / MV_CM, "MV/cm", ".3g")
print("checks complete")
```

Printed output:

```
Modulus Y: 5 GPa
Relative permittivity: 2.5
Permittivity eps: 2.214e-11 F/m
Film thickness d0: 20 nm
Comparison breakdown field: 10 MV/cm
Critical x, energy scan: 0.6065
Critical x, formula: 0.6065
Prefactor, energy scan: 0.606531
Prefactor, formula: 0.606531
Critical nominal field E_c: 91.16 MV/cm
Critical nominal field E_c: 9.116 V/nm
True field at collapse: 150.3 MV/cm
E_c / breakdown field: 9.116
Voltage at collapse: 182.3 V
Voltage at breakdown field: 20 V
Pressure at collapse: 2.5 GPa
Pressure at breakdown field: 11.07 MPa
Thinning at breakdown field: 0.2221 %
Modulus for collapse at 10 MV/cm: 60.17 MPa
E_c with Y 10 % lower: 86.48 MV/cm
E_c, linear spring: 81.81 MV/cm
Poisson ratio: 0.25
Modulus without lateral strain: 6 GPa
E_c, that modulus: 99.86 MV/cm
E_c, compliant electrodes: 64.46 MV/cm
Initial density pressure factor: 1.9
E_c, density-dependent eps: 48.88 MV/cm
Critical x, density-dependent eps: 0.7751
Flow stress: 0.25 GPa
Crushing field: 45.21 MV/cm
Crushing with density-dependent eps: 31.62 MV/cm
That field / breakdown field: 3.162
Barrier height: 3.5 eV
Tunnelling mass: 0.5 electron masses
Fermi energy of the metal: 7 eV
Tunnel exponent at 10 MV/cm: 31.63
Tunnel exponent at E_c: 3.47
Tunnel current at 10 MV/cm: 1.57e-06 A/cm2
Tunnel current at E_c: 1.85e+08 A/cm2
Direct / formula current, 10 MV/cm: 0.970
Direct / formula current, E_c: 0.810
Thermal conductivity: 0.3 W/(m K)
Warming at 10 MV/cm: 2.7e-09 K
Chosen destructive warming: 1000 K
Field for that warming: 35.9 MV/cm
checks complete
```
